# Open-shell singlet: energy, orbital gradient and the 1s–2s rotation in helium: test program

```python
"""Open-shell singlet with closed orbitals i and singly occupied a, b.
Result under test (real orthonormal orbitals, atomic units):
  E = 2 sum h_ii + sum_ij (2J_ij-K_ij)
      + sum_{t=a,b} [h_tt + sum_i (2J_it-K_it)] + J_ab + K_ab
  slope for rotating p towards q: 2(<q|G_p|p> - <p|G_q|q>)
  slope for the a-b pair: 4L, L = (ab|bb)-(ab|aa)
  E(theta) = E_T + K + D + (K-D) cos 4theta + L sin 4theta,
  K = (ab|ab), D = (bb-aa|bb-aa)/4, E_T = triplet energy.
G_p are the orbital operators built in orbital_gradient().
Helium 1s2s and 1s2p serve as examples.
"""
import numpy as np
from scipy.linalg import null_space
from scipy.constants import physical_constants
from pyscf import gto, fci
from pyscf.fci import cistring

EV = physical_constants["Hartree energy in eV"][0]


def transform(h, eri, c):
    new_eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, c, c, c, c,
                        optimize=True)
    return c.T @ h @ c, new_eri


def orthonormal_integrals(mol):
    """Integrals in symmetrically orthonormalized basis functions."""
    w, u = np.linalg.eigh(mol.intor("int1e_ovlp"))
    x = (u / np.sqrt(w)) @ u.T
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return transform(h, mol.intor("int2e", aosym="s1"), x)


def singlet_energy(h, eri, nc):
    """Derived energy; orbitals ordered closed, a, b, empty."""
    def J(p, q):
        return eri[p, p, q, q]

    def K(p, q):
        return eri[p, q, p, q]
    a, b, closed = nc, nc + 1, range(nc)
    e = sum(2 * h[i, i] for i in closed)
    e += sum(2 * J(i, j) - K(i, j) for i in closed for j in closed)
    for t in (a, b):
        e += h[t, t] + sum(2 * J(i, t) - K(i, t) for i in closed)
    return e + J(a, b) + K(a, b)


def orbital_gradient(h, eri, nc):
    """Element [q, p]: derived slope for rotating p towards q."""
    def J(p):
        return eri[:, :, p, p]

    def K(p):
        return eri[:, p, :, p]
    a, b = nc, nc + 1
    core = h + sum(2 * J(i) - K(i) for i in range(nc))
    g_closed = 2 * core + 2 * J(a) - K(a) + 2 * J(b) - K(b)
    g = np.zeros_like(h)
    g[:, :nc] = g_closed[:, :nc]
    g[:, a] = (core + J(b) + K(b))[:, a]
    g[:, b] = (core + J(a) + K(a))[:, b]
    return 2 * (g - g.T)


def pair_rotation(n, p, q, theta):
    r = np.eye(n)
    r[p, p] = r[q, q] = np.cos(theta)
    r[q, p], r[p, q] = np.sin(theta), -np.sin(theta)
    return r


def slope(f, s=3e-3):
    """Five-point first derivative at zero."""
    return (8 * (f(s) - f(-s)) - (f(2 * s) - f(-2 * s))) / (12 * s)


# ---- general formulas against explicit determinants (carbon integrals) ----
carbon = gto.M(atom="C 0 0 0", basis="6-31g", verbose=0)
h_c, eri_c = orthonormal_integrals(carbon)
n_c = len(h_c)
rng = np.random.default_rng(7)
random_orbitals = np.linalg.qr(rng.normal(size=(n_c, n_c)))[0]
h_c, eri_c = transform(h_c, eri_c, random_orbitals)
n_str = cistring.num_strings(n_c, 3)
with_a = cistring.str2addr(n_c, 3, 0b0111)
with_b = cistring.str2addr(n_c, 3, 0b1011)
civec = np.zeros((n_str, n_str))
civec[with_a, with_b] = civec[with_b, with_a] = np.sqrt(0.5)
spin_squared = fci.spin_op.spin_square(civec, n_c, (3, 3))[0]
assert abs(spin_squared) < 1e-10


def determinant_energy(rotation):
    hr, er = transform(h_c, eri_c, rotation)
    return fci.direct_spin1.energy(hr, er, civec, n_c, (3, 3))


e_det = determinant_energy(np.eye(n_c))
e_formula = singlet_energy(h_c, eri_c, 2)
assert abs(e_det - e_formula) < 1e-9
grad_c = orbital_gradient(h_c, eri_c, 2)
pairs = [(0, 1), (0, 2), (1, 3), (0, 5), (2, 3), (2, 6), (3, 7), (7, 8)]
grad_error = 0.0
for p, q in pairs:
    numeric = slope(lambda t: determinant_energy(pair_rotation(n_c, p, q, t)))
    grad_error = max(grad_error, abs(numeric - grad_c[q, p]))
assert grad_error < 1e-5
assert np.max(np.abs(grad_c)) > 0.1

# ---- helium integrals, s functions first, then p functions ----
s_exponents = 0.02 * 2.4 ** np.arange(14)
p_exponents = 0.03 * 3.0 ** np.arange(6)
basis = [[0, [float(x), 1.0]] for x in s_exponents]
basis += [[1, [float(x), 1.0]] for x in p_exponents]
helium = gto.M(atom="He 0 0 0", basis={"He": basis}, verbose=0)
h_sp, eri_sp = orthonormal_integrals(helium)
ns = len(s_exponents)
h_s, eri_s = h_sp[:ns, :ns], eri_sp[:ns, :ns, :ns, :ns]


def two_electron_matrix(h, eri):
    n = len(h)
    one = np.eye(n)
    m = np.einsum("pr,qs->pqrs", h, one) + np.einsum("pr,qs->pqrs", one, h)
    return (m + eri.transpose(0, 2, 1, 3)).reshape(n * n, n * n)


def singlet_roots(m, n):
    """Two lowest full-CI singlets, vectors in the product basis."""
    i, j = np.triu_indices(n)
    u = np.zeros((n * n, len(i)))
    k = np.arange(len(i))
    u[i * n + j, k] += 1.0
    u[j * n + i, k] += 1.0
    u /= np.linalg.norm(u, axis=0)
    w, v = np.linalg.eigh(u.T @ m @ u)
    return w[:2], u @ v[:, :2]


H2_s = two_electron_matrix(h_s, eri_s)
H2_sp = two_electron_matrix(h_sp, eri_sp)
roots_s, vec_s = singlet_roots(H2_s, ns)
roots_sp, vec_sp = singlet_roots(H2_sp, len(h_sp))
second = vec_sp[:, 1].reshape(len(h_sp), -1)
assert np.sum(second[:ns, :ns] ** 2) > 0.9   # an S state of 1s2s type


def pair_function(a, b, sign=1):
    return ((np.outer(a, b) + sign * np.outer(b, a)) / np.sqrt(2)).ravel()


def expectation(m, a, b, sign=1):
    f = pair_function(a, b, sign)
    return f @ m @ f


def rotated(a, b, t):
    return a * np.cos(t) + b * np.sin(t), b * np.cos(t) - a * np.sin(t)


def repulsion(eri, d1, d2):
    n = len(d1)
    return d1.ravel() @ eri.reshape(n * n, n * n) @ d2.ravel()


def rotation_integrals(eri, a, b):
    ab = (np.outer(a, b) + np.outer(b, a)) / 2
    diff = np.outer(b, b) - np.outer(a, a)
    return (repulsion(eri, ab, ab), repulsion(eri, diff, diff) / 4,
            repulsion(eri, ab, diff))


def open_operator(h, eri, other):
    """h + J + K of the other singly occupied orbital."""
    n = len(h)
    d = np.outer(other, other).ravel()
    J = (eri.reshape(n * n, n * n) @ d).reshape(n, n)
    K = (eri.transpose(0, 2, 1, 3).reshape(n * n, n * n) @ d).reshape(n, n)
    return h + J + K


def lowest_orthogonal(f, other):
    q = null_space(other[None, :])
    return q @ np.linalg.eigh(q.T @ f @ q)[1][:, 0]


def open_empty_residual(a, b):
    ra = open_operator(h_s, eri_s, b) @ a
    rb = open_operator(h_s, eri_s, a) @ b
    ra = ra - a * (a @ ra) - b * (b @ ra)
    rb = rb - a * (a @ rb) - b * (b @ rb)
    return 2 * max(np.linalg.norm(ra), np.linalg.norm(rb))


def optimize(a, b, rotate):
    for _ in range(3000):
        a = lowest_orthogonal(open_operator(h_s, eri_s, b), b)
        b = lowest_orthogonal(open_operator(h_s, eri_s, a), a)
        if rotate:
            K, D, L = rotation_integrals(eri_s, a, b)
            a, b = rotated(a, b, np.arctan2(-L, D - K) / 4)
        if open_empty_residual(a, b) < 1e-8:
            break
    return a, b


ion_1s = np.linalg.eigh(h_s)[1][:, 0]
rhf_1s = ion_1s
for _ in range(100):
    density = np.outer(rhf_1s, rhf_1s)
    fock = h_s + np.einsum("pqrs,rs->pq", eri_s, density)
    rhf_1s = np.linalg.eigh(fock)[1][:, 0]

results = []
for name, start in (("He+ 1s start", ion_1s), ("RHF 1s start", rhf_1s)):
    b0 = lowest_orthogonal(open_operator(h_s, eri_s, start), start)
    a, b = optimize(start, b0, rotate=False)
    assert open_empty_residual(a, b) < 1e-6
    K, D, L = rotation_integrals(eri_s, a, b)
    e0 = expectation(H2_s, a, b)
    e_trip = expectation(H2_s, a, b, -1)
    numeric = slope(lambda t: expectation(H2_s, *rotated(a, b, t)))
    assert abs(numeric - 4 * L) < 1e-6 and abs(L) > 2e-3
    for t in (0.2, 0.7, 1.3):
        law = e_trip + K + D + (K - D) * np.cos(4 * t) + L * np.sin(4 * t)
        assert abs(law - expectation(H2_s, *rotated(a, b, t))) < 1e-9
        assert abs(expectation(H2_s, *rotated(a, b, t), -1) - e_trip) < 1e-9
    angle = np.arctan2(-L, D - K) / 4
    e_rot = e_trip + K + D - np.hypot(K - D, L)
    two = np.array([pair_function(a, b),
                    (np.outer(b, b) - np.outer(a, a)).ravel() / np.sqrt(2)])
    assert abs(np.linalg.eigvalsh(two @ H2_s @ two.T)[0] - e_rot) < 1e-9
    weight = (pair_function(a, b) @ vec_s[:, 0]) ** 2
    af, bf = optimize(a, b, rotate=True)
    assert open_empty_residual(af, bf) < 1e-6
    results.append(dict(name=name, e0=e0, et=e_trip, K=K, D=D, L=abs(L),
                        angle=abs(angle), e_rot=e_rot, w=weight,
                        ef=expectation(H2_s, af, bf), a=af, b=bf))

first, other = results
assert abs(first["e0"] - other["e0"]) > 1e-4     # end point depends on start
assert abs(first["ef"] - other["ef"]) < 1e-7     # unique once rotation is in
assert first["ef"] < min(first["e_rot"], other["e_rot"]) + 1e-9

# ---- the fully optimized point: stationary, a minimum, below the root ----
a, b, e_full = first["a"], first["b"], first["ef"]
orbitals = np.column_stack([a, b, null_space(np.array([a, b]))])
h_m, eri_m = transform(h_s, eri_s, orbitals)
final_gradient = np.max(np.abs(orbital_gradient(h_m, eri_m, 0)))
assert final_gradient < 1e-6
moves = [(0, 1)] + [(p, v) for p in (0, 1) for v in range(2, ns)]


def gradient_after(p, q, t):
    g = orbital_gradient(*transform(h_m, eri_m, pair_rotation(ns, p, q, t)), 0)
    return np.array([g[v, u] for u, v in moves])


step = 1e-4
hessian = np.array([(gradient_after(p, q, step) - gradient_after(p, q, -step))
                    / (2 * step) for p, q in moves])
lowest_curvature = np.linalg.eigvalsh((hessian + hessian.T) / 2)[0]
assert lowest_curvature > 1e-3
K_f, D_f, L_f = rotation_integrals(eri_s, a, b)
w0, w1 = (pair_function(a, b) @ vec_s) ** 2
w_bound = (roots_s[1] - e_full) / (roots_s[1] - roots_s[0])
e_projected = (e_full - w0 * roots_s[0]) / (1 - w0)
assert e_full < roots_s[1] and e_full < roots_sp[1]
assert w0 >= w_bound > 0 and e_projected >= roots_s[1] - 1e-9

# ---- different symmetry: 1s2p ----
n_sp = len(h_sp)
s_orb = np.zeros(n_sp)
s_orb[:ns] = ion_1s
z = np.arange(ns + 2, n_sp, 3)
f_p = open_operator(h_sp, eri_sp, s_orb)[np.ix_(z, z)]
p_orb = np.zeros(n_sp)
p_orb[z] = np.linalg.eigh(f_p)[1][:, 0]
K_p, D_p, L_p = rotation_integrals(eri_sp, s_orb, p_orb)


def energy_1s2p(t):
    return expectation(H2_sp, *rotated(s_orb, p_orb, t))


slope_p = slope(energy_1s2p)
t = 1e-3
curv_p = (energy_1s2p(t) - 2 * energy_1s2p(0) + energy_1s2p(-t)) / t**2
assert abs(slope_p) < 1e-8 and abs(L_p) < 1e-10
assert abs(curv_p - 16 * (D_p - K_p)) < 1e-3 and D_p > K_p

# ---- report ----
print(f"Carbon test, determinant energy: {e_det:.8f} hartree")
print(f"Carbon test, formula energy: {e_formula:.8f} hartree")
print(f"Carbon test, largest gradient error: {grad_error:.1e} hartree/rad")
print(f"He s functions: {ns}, exponents {s_exponents[0]:.3f} to "
      f"{s_exponents[-1]:.1f} bohr^-2, ratio {s_exponents[1]/s_exponents[0]:.1f}")
print(f"He p shells: {len(p_exponents)}, exponents {p_exponents[0]:.3f} to "
      f"{p_exponents[-1]:.2f} bohr^-2, ratio {p_exponents[1]/p_exponents[0]:.1f}")
for r in results:
    print(f"[{r['name']}] a-b rotation left out:")
    print(f"  singlet energy: {r['e0']:.6f} hartree")
    print(f"  triplet energy, same orbitals: {r['et']:.6f} hartree")
    print(f"  K = {r['K']:.6f}, D = {r['D']:.6f}, |L| = {r['L']:.6f} hartree")
    print(f"  remaining a-b gradient |4L|: {4*r['L']:.6f} hartree/rad")
    print(f"  best angle, magnitude: {r['angle']:.5f} rad")
    print(f"  energy after this one rotation: {r['e_rot']:.6f} hartree")
    print(f"  gain from this one rotation: {r['e0']-r['e_rot']:.6f} hartree")
    print(f"  ground-state weight before rotation: {r['w']:.6f}")
    print(f"  energy, all rotations optimized: {r['ef']:.6f} hartree")
    print(f"  total lowering: {r['e0']-r['ef']:.6f} hartree = "
          f"{(r['e0']-r['ef'])*EV:.4f} eV")
print(f"Start dependence without rotation: "
      f"{abs(first['e0']-other['e0']):.6f} hartree")
print(f"Full optimum: largest gradient {final_gradient:.1e} hartree/rad")
print(f"Full optimum: lowest Hessian value {lowest_curvature:.4f} hartree/rad^2")
print(f"Full optimum: K = {K_f:.6f}, D = {D_f:.6f} hartree, "
      f"|L| = {abs(L_f):.1e} hartree")
print(f"Full CI, s basis, singlet 1: {roots_s[0]:.6f} hartree")
print(f"Full CI, s basis, singlet 2: {roots_s[1]:.6f} hartree")
print(f"Full CI, s+p basis, singlet 1: {roots_sp[0]:.6f} hartree")
print(f"Full CI, s+p basis, singlet 2: {roots_sp[1]:.6f} hartree")
print(f"Full optimum minus s-basis singlet 2: {e_full-roots_s[1]:.6f} hartree"
      f" = {(e_full-roots_s[1])*EV:.4f} eV")
print(f"Full optimum: weight of singlet 1 {w0:.6f}, of singlet 2 {w1:.6f}")
print(f"Least singlet-1 weight required by the energy: {w_bound:.6f}")
print(f"Energy with singlet 1 projected out: {e_projected:.6f} hartree")
print(f"1s2p: energy {energy_1s2p(0):.6f} hartree")
print(f"1s2p: a-b slope magnitude {abs(slope_p):.1e} hartree/rad")
print(f"1s2p: K = {K_p:.6f}, D = {D_p:.6f} hartree")
print(f"1s2p: a-b curvature {16*(D_p-K_p):.4f} hartree/rad^2")
print("ALL CHECKS PASSED")
```

Printed output:

```
Carbon test, determinant energy: -13.27918521 hartree
Carbon test, formula energy: -13.27918521 hartree
Carbon test, largest gradient error: 2.1e-10 hartree/rad
He s functions: 14, exponents 0.020 to 1753.0 bohr^-2, ratio 2.4
He p shells: 6, exponents 0.030 to 7.29 bohr^-2, ratio 3.0
[He+ 1s start] a-b rotation left out:
  singlet energy: -2.155306 hartree
  triplet energy, same orbitals: -2.167746 hartree
  K = 0.006220, D = 0.236446, |L| = 0.069834 hartree
  remaining a-b gradient |4L|: 0.279336 hartree/rad
  best angle, magnitude: 0.07363 rad
  energy after this one rotation: -2.165664 hartree
  gain from this one rotation: 0.010358 hartree
  ground-state weight before rotation: 0.017485
  energy, all rotations optimized: -2.169842 hartree
  total lowering: 0.014536 hartree = 0.3955 eV
[RHF 1s start] a-b rotation left out:
  singlet energy: -2.127846 hartree
  triplet energy, same orbitals: -2.159081 hartree
  K = 0.015618, D = 0.228357, |L| = 0.117125 hartree
  remaining a-b gradient |4L|: 0.468499 hartree/rad
  best angle, magnitude: 0.12582 rad
  energy after this one rotation: -2.157956 hartree
  gain from this one rotation: 0.030111 hartree
  ground-state weight before rotation: 0.000159
  energy, all rotations optimized: -2.169842 hartree
  total lowering: 0.041996 hartree = 1.1428 eV
Start dependence without rotation: 0.027460 hartree
Full optimum: largest gradient 3.8e-09 hartree/rad
Full optimum: lowest Hessian value 0.2334 hartree/rad^2
Full optimum: K = 0.001952, D = 0.237954 hartree, |L| = 2.0e-17 hartree
Full CI, s basis, singlet 1: -2.879011 hartree
Full CI, s basis, singlet 2: -2.144168 hartree
Full CI, s+p basis, singlet 1: -2.900409 hartree
Full CI, s+p basis, singlet 2: -2.145733 hartree
Full optimum minus s-basis singlet 2: -0.025674 hartree = -0.6986 eV
Full optimum: weight of singlet 1 0.087581, of singlet 2 0.858639
Least singlet-1 weight required by the energy: 0.034937
Energy with singlet 1 projected out: -2.101771 hartree
1s2p: energy -2.122035 hartree
1s2p: a-b slope magnitude 0.0e+00 hartree/rad
1s2p: K = 0.003271, D = 0.238995 hartree
1s2p: a-b curvature 3.7716 hartree/rad^2
ALL CHECKS PASSED
```
